\section*{Green-function transmission through an abrupt effective-mass step}

\section*{Problem}

An ideal planar contact has a metal at $x<0$, with effective mass $m_1$ and band edge $U_1$, and a semiconductor at $x>0$, with $m_2$ and $U_2$. At normal incidence the envelope function obeys
\begin{equation}
-\frac{\hbar^2}{2}\frac{d}{dx}\left(\frac{1}{m(x)}\frac{d\psi}{dx}\right)+U(x)\psi=E\psi ,
\label{eq:continuum}
\end{equation}
with $E$ above both edges. There is no interface potential and no inelastic scattering. Write $E-U_i=\hbar^2k_i^2/2m_i$ and $v_i=\hbar k_i/m_i$.

\begin{enumerate}
\item Find the continuum transmission $T$.
\item Construct a Hermitian lattice Hamiltonian of spacing $a$, with the interface on a node, and find its transmission $T_a$ from the Green function.
\item Find the limit and the leading error of $T_a$ as $a\to0$. What happens on a coarse mesh?
\item What changes if the interface node takes the potential of one side? What changes if $-(\hbar^2/2m)\psi''$ is discretised instead?
\item Take $m_1=1$ and $m_2=0.025$ electron masses, and kinetic energies of $5$ eV and $0.05$ eV. Evaluate the results, find the specific contact resistance, and estimate the main neglected effects.
\end{enumerate}

\section*{Solution}

\subsection*{1. Continuum transmission}

Integrate \eqref{eq:continuum} over a vanishing interval about $x=0$. The terms in $U\psi$ and $E\psi$ are bounded and contribute nothing, so $\psi'/m$ is continuous. Since $\psi'$ is then finite, $\psi$ is continuous too. This matching belongs to the operator ordering chosen in \eqref{eq:continuum}. That ordering is a modelling assumption; hermiticity by itself does not select it.

For a unit wave incident from the metal,
\[
\psi=e^{ik_1x}+re^{-ik_1x}\ (x<0),\qquad \psi=\tau e^{ik_2x}\ (x>0).
\]
The two conditions are
\[
1+r=\tau,\qquad v_1(1-r)=v_2\tau .
\]
Inserting the first in the second gives $v_1(1-r)=v_2(1+r)$, hence
\[
r=\frac{v_1-v_2}{v_1+v_2},\qquad \tau=\frac{2v_1}{v_1+v_2}.
\]
The probability flux of a plane wave is its velocity times its squared amplitude, so
\begin{equation}
T=\frac{v_2}{v_1}|\tau|^2=\frac{4v_1v_2}{(v_1+v_2)^2}.
\label{eq:T}
\end{equation}
Also $|r|^2+T=[(v_1-v_2)^2+4v_1v_2]/(v_1+v_2)^2=1$. Different masses do not by themselves cause reflection: $T=1$ whenever $v_1=v_2$. If $v_2\ll v_1$, then $T\simeq4v_2/v_1$, which vanishes at the semiconductor band edge.

\subsection*{2. Lattice and Green function}

Place nodes at $x_j=ja$ and assign a mass to each bond. The discrete form of $\psi'/m$ on the bond from $j$ to $j+1$ is $(\psi_{j+1}-\psi_j)/(m_{j+1/2}a)$. Taking the difference of this quantity on neighbouring bonds, and defining
\[
t_{j+1/2}=\frac{\hbar^2}{2m_{j+1/2}a^2},
\]
turns \eqref{eq:continuum} into
\begin{equation}
(t_{j-1/2}+t_{j+1/2}+U_j)\psi_j-t_{j-1/2}\psi_{j-1}-t_{j+1/2}\psi_{j+1}=E\psi_j .
\label{eq:lattice}
\end{equation}
Both matrix elements across a bond equal $-t_{j+1/2}$, so the matrix is real and symmetric. Bonds to the left of node 0 have hopping $t_1$, those to the right $t_2$. The cell around node 0 lies half in each material, so its potential is taken as $U_{\rm int}=(U_1+U_2)/2$.

In a uniform lead, $\psi_j\propto e^{iqaj}$ gives
\begin{equation}
E-U_i=2t_i(1-\cos q_ia)=4t_i\sin^2(q_ia/2).
\label{eq:disp}
\end{equation}
An outgoing wave in the right lead has $\psi_1=e^{iq_2a}\psi_0$. The term $-t_2\psi_1$ at node 0 therefore acts as a self-energy multiplying $\psi_0$, and the left lead behaves likewise:
\[
\Sigma_i=-t_ie^{iq_ia},\qquad
\Gamma_i=i(\Sigma_i-\Sigma_i^*)=2t_i\sin q_ia .
\]
Differentiating \eqref{eq:disp} gives the lattice group velocity $v_i^{\rm lat}=\hbar^{-1}dE/dq_i=2t_ia\sin(q_ia)/\hbar$, so $\Gamma_i=\hbar v_i^{\rm lat}/a$.

With both leads eliminated, the inverse Green function at node 0 is
\[
G^{-1}=E-U_{\rm int}-t_1-t_2+t_1e^{iq_1a}+t_2e^{iq_2a}.
\]
The averaged potential and \eqref{eq:disp} give
\[
E-U_{\rm int}=\tfrac12[(E-U_1)+(E-U_2)]
=t_1(1-\cos q_1a)+t_2(1-\cos q_2a).
\]
On insertion every real term cancels, leaving
\begin{equation}
G^{-1}=i(t_1\sin q_1a+t_2\sin q_2a)=\frac{i}{2}(\Gamma_1+\Gamma_2).
\label{eq:G}
\end{equation}

To connect $G$ with transmission, let a unit wave arrive from the left. Then $\psi_0=1+r$, and
\[
\psi_{-1}=e^{-iq_1a}+(\psi_0-1)e^{iq_1a}
=e^{iq_1a}\psi_0-2i\sin q_1a .
\]
Substitution in \eqref{eq:lattice} at $j=0$ gives $G^{-1}\psi_0=2it_1\sin q_1a=i\Gamma_1$, so $\psi_0=i\Gamma_1G$. The flux on a bond is $(2t/\hbar)\,\mathrm{Im}(\psi_j^*\psi_{j+1})$, which is $\Gamma_i/\hbar$ for a unit wave. Thus
\begin{equation}
T_a=\frac{\Gamma_2}{\Gamma_1}|\psi_0|^2=\Gamma_1\Gamma_2|G|^2
=\frac{4\Gamma_1\Gamma_2}{(\Gamma_1+\Gamma_2)^2}.
\label{eq:Ta}
\end{equation}
The lattice obeys the velocity-mismatch law with its own velocities. If $N$ nodes are kept explicitly, $|G|^2$ becomes $|G_{N1}|^2$; the extra lead nodes merely add phases.

Equation \eqref{eq:Ta} was tested against 41-node Green functions for 30 random contacts. The masses lay between 0.03 and 1.5 electron masses, and $k_ia$ between 0.2 and 1.8. The transmissions agreed within $10^{-9}$, and reflection plus transmission equalled one within the same tolerance.

\subsection*{3. Convergence and coarse meshes}

Let $s_i=\sin(q_ia/2)$. Since $E-U_i=t_ia^2k_i^2$, equation \eqref{eq:disp} gives $s_i=k_ia/2$. With $\sin q_ia=2s_i\sqrt{1-s_i^2}$,
\begin{equation}
v_i^{\rm lat}=v_i\sqrt{1-(k_ia/2)^2}.
\label{eq:vlat}
\end{equation}
Both velocities tend to their continuum values, so $T_a\to T$.

For the error, let $\beta=v_2/v_1$ and let $\beta_a$ be the corresponding lattice ratio. Expanding the square roots,
\[
\ln\beta_a-\ln\beta=\frac{(k_1^2-k_2^2)a^2}{8}+O(a^4).
\]
Because $T=4\beta/(1+\beta)^2$,
\[
\frac{d\ln T}{d\ln\beta}=1-\frac{2\beta}{1+\beta}=\frac{1-\beta}{1+\beta}.
\]
Multiplying the two factors and $T$,
\begin{equation}
T_a-T=T\,\frac{v_1-v_2}{v_1+v_2}\,
\frac{k_1^2-k_2^2}{8}\,a^2+O(a^4).
\label{eq:error}
\end{equation}
If $k_1=k_2$, the square roots cancel in the ratio and $T_a=T$ for every mesh with $k_ia<2$. If $v_1=v_2$, the $a^2$ term vanishes because $T$ is at its maximum.

Both leads carry propagating waves only if $k_ia<2$. Below that limit the lattice velocities can coincide. Setting $v_1^{\rm lat}=v_2^{\rm lat}$ in \eqref{eq:vlat} and solving for $a$ gives
\begin{equation}
a_*=2\sqrt{\frac{v_1^2-v_2^2}{v_1^2k_1^2-v_2^2k_2^2}} ,
\label{eq:astar}
\end{equation}
provided the radicand is positive and $k_ia_*<2$. At this spacing $T_a=1$, although the continuum contact reflects.

\subsection*{4. Two altered discretisations}

\paragraph{One-sided node potential.} If $U_{\rm int}=U_1$, the cancellation before \eqref{eq:G} leaves a real term $(U_2-U_1)/2$. Therefore
\begin{equation}
|G^{-1}|^2=\frac{(\Gamma_1+\Gamma_2)^2+(U_1-U_2)^2}{4},\qquad
T_a=\frac{4\Gamma_1\Gamma_2}{(\Gamma_1+\Gamma_2)^2+(U_1-U_2)^2}.
\label{eq:side}
\end{equation}
Since $\Gamma_i\simeq\hbar v_i/a$, the added error is also of order $a^2$. The limit is unchanged.

A real interface potential $S\delta(x)$ is different. It adds $S/a$ to the node, so $|G^{-1}|^2=(\Gamma_1+\Gamma_2)^2/4+S^2/a^2$. As $a\to0$ this gives
\[
T=\frac{4v_1v_2}{(v_1+v_2)^2+4S^2/\hbar^2}.
\]
A fixed error on one node fades with refinement; an interface potential of fixed strength does not.

\paragraph{Mass outside the derivatives.} Discretising $-(\hbar^2/2m)\psi''$ with a mass on each node gives $H_{j,j+1}=-\hbar^2/(2m_ja^2)$ but $H_{j+1,j}=-\hbar^2/(2m_{j+1}a^2)$. These differ at the step, so $H$ is not Hermitian. As $a\to0$, the equation at node 0 makes $\psi'$ continuous instead of $\psi'/m$. Hence $1+r=\tau$ and $k_1(1-r)=k_2\tau$, with solution
\[
r=\frac{k_1-k_2}{k_1+k_2},\qquad \tau=\frac{2k_1}{k_1+k_2}.
\]
The transmitted flux still carries the factor $v_2/v_1=k_2m_1/(k_1m_2)$, so
\begin{equation}
R+T\to\frac{(k_1-k_2)^2+4k_1k_2\,m_1/m_2}{(k_1+k_2)^2}.
\label{eq:naive}
\end{equation}
For $m_1\ne m_2$ this is not one, and mesh refinement cannot repair it. The rescaling $\psi_j\to\sqrt{m_j}\,\psi_j$ makes the matrix symmetric, but it then represents the different Hermitian ordering $m^{-1/2}p^2m^{-1/2}$, not \eqref{eq:continuum}. That ordering conserves flux and gives $T=4k_1k_2/(k_1+k_2)^2$.

\subsection*{5. Numerical example}

\paragraph{Transmission.} With $\hbar^2/2m_e=0.0381$ eV nm$^2$,
\[
k_1=\sqrt{\frac{5}{0.0381}}=11.46\ \mathrm{nm^{-1}},\qquad
k_2=\sqrt{\frac{0.05\times0.025}{0.0381}}=0.181\ \mathrm{nm^{-1}}.
\]
The velocities are $1.326\times10^6$ and $8.39\times10^5$ m/s, so $\beta=0.6325$ and
\[
T=\frac{4(0.6325)}{(1.6325)^2}=0.9493 .
\]
Only 5.1\% of the flux is reflected, although the wavevectors differ by a factor of about 63. The light mass compensates for most of the small $k_2$. Replacing velocities by wavevectors in \eqref{eq:T} would give 0.0613. This is the transmission for the ordering $m^{-1/2}p^2m^{-1/2}$, so the choice of matching rule alone changes $T$ by a factor of about 15 for these masses. All results below assume the rule of \eqref{eq:continuum}.

\paragraph{Mesh.} The error coefficient in \eqref{eq:error} is
\[
0.9493\times\frac{1-0.6325}{1+0.6325}\times
\frac{11.456^2-0.181^2}{8}=3.505\ \mathrm{nm^{-2}} .
\]
The Green-function results are:
\begin{center}
\begin{tabular}{ccc}
$a$ (nm) & $T_a$ & $T_a-T$\\
0.1000 & 0.98337 & $3.41\times10^{-2}$\\
0.0500 & 0.95808 & $8.77\times10^{-3}$\\
0.0250 & 0.95150 & $2.19\times10^{-3}$\\
0.0125 & 0.94986 & $5.48\times10^{-4}$
\end{tabular}
\end{center}
At $a=0.0125$ nm, \eqref{eq:error} predicts $3.505\times(0.0125)^2=5.48\times10^{-4}$, as found. Halving the spacing once more gives $T_a=0.949445$. Eliminating the $a^2$ term from the last two meshes gives
\[
\frac{4(0.949445)-0.949856}{3}=0.949308,
\]
equal to the continuum value to six decimals.

The metal sets the mesh: its band is open only for $a<2/k_1=0.175$ nm. Equation \eqref{eq:astar} gives $a_*=0.135$ nm, where the Green function indeed yields $T_a=1$. On still coarser meshes $v_1^{\rm lat}$ falls below $v_2^{\rm lat}$, and $T_a$ drops to zero at the band limit. It must therefore pass through the correct value on the way, so agreement on one coarse mesh is no evidence of convergence.

With the one-sided node potential, $T_a=0.9286$ at $a=0.05$ nm and $0.9493$ at $0.001$ nm. For the non-Hermitian form, \eqref{eq:naive} gives
\[
R+T=(1-0.0613)+40(0.0613)=3.39 .
\]
The lattice calculation at $a=0.001$ nm gives the same value.

\paragraph{Contact resistance.} A smooth planar interface conserves the transverse wavevector $k_\parallel$. Each band edge rises by $\hbar^2k_\parallel^2/2m_i$, and semiconductor modes exist for $k_\parallel=k_2\sin\theta<k_2$. Their number per area and spin is
\[
\frac{\pi k_2^2}{(2\pi)^2}=\frac{k_2^2}{4\pi}=2.61\times10^{-3}\ \mathrm{nm^{-2}}.
\]
The normal velocity in the semiconductor is $v_2\cos\theta$. In the metal the normal kinetic energy changes by at most $0.025\times0.05=0.00125$ eV out of 5 eV, which is neglected in the next estimate. With $c=\cos\theta$, the area element $2\pi k_\parallel dk_\parallel$ becomes the normalised weight $2c\,dc$:
\[
\langle T\rangle\simeq\int_0^1\frac{4\beta c}{(1+\beta c)^2}\,2c\,dc
=\frac{8}{\beta^2}\left[1+\beta-2\ln(1+\beta)-\frac{1}{1+\beta}\right].
\]
The substitution $u=1+\beta c$ performs the integral. Here $\beta^2=0.4$ and the bracket is 0.0397, so $\langle T\rangle\simeq0.794$. Quadrature with the metal correction retained also gives 0.794; Green functions at $a=0.01$ nm give 0.795. The average lies well below 0.949 because oblique electrons have small normal velocity.

Define $\rho_c$ here as the two-terminal resistance of unit area between a metal reservoir and a semiconductor reservoir. At zero temperature the conductance per area is $(2e^2/h)(k_2^2/4\pi)\langle T\rangle$. Perfect transmission would leave $4.94\times10^{-8}\ \Omega\,\mathrm{cm^2}$, set by the finite number of modes. Mismatch raises this to
\[
\rho_c=\frac{4.94\times10^{-8}}{0.794}
=6.22\times10^{-8}\ \Omega\,\mathrm{cm^2}.
\]

This definition assigns the whole mode-limited resistance to one interface. In a metal--semiconductor--metal resistor that part is shared by two contacts. Two identical interfaces in series without phase coherence transmit $T/(2-T)$ in each mode, whose average here is 0.685. Half of the total resistance is then $4.94\times10^{-8}/(2\times0.685)=3.61\times10^{-8}\ \Omega\,\mathrm{cm^2}$ per contact, and $2.47\times10^{-8}\ \Omega\,\mathrm{cm^2}$ for perfect transmission. These smaller values are the ones to set beside a resistance per contact extracted from such a structure. The resistances below keep the reservoir-to-reservoir definition.

\paragraph{Neglected effects.} At 300 K, hold the Fermi level at 0.05 eV above the band edge; the carrier density is then not held fixed. The number of modes is proportional to energy $\varepsilon$, and its thermal average is proportional to
\[
\int_0^\infty\varepsilon\left(-\frac{df}{d\varepsilon}\right)d\varepsilon
=k_BT_{\rm th}\ln\!\left(1+e^{0.05/0.02585}\right)=0.0535\ \mathrm{eV},
\]
where $k_BT_{\rm th}=0.02585$ eV. The mode-averaged transmission rises to 0.842, as faster electrons match the metal better. Hence
\[
\rho_c=4.94\times10^{-8}\times\frac{0.0500}{0.0535\times0.842}
=5.49\times10^{-8}\ \Omega\,\mathrm{cm^2}.
\]

This fall in resistance belongs to the fixed Fermi level, which lets the carrier density grow on heating. If doping fixes the density instead, the Fermi level drops and, for these parameters, the resistance at 300 K is higher than at zero temperature.

The remaining estimates are for normal incidence at $E=0.05$ eV, to be compared with $T=0.949$.

For nonparabolicity, take a two-band semiconductor with gap $E_g$ and coupling $P$:
\[
E\psi_c=-iP\psi_v',\qquad (E+E_g)\psi_v=-iP\psi_c' .
\]
Eliminating $\psi_v$ gives $E\psi_c=-P^2\psi_c''/(E+E_g)$. With $P^2/E_g=\hbar^2/2m_2$, this is a one-band equation with $m(E)=m_2(1+E/E_g)$. For $E_g=0.35$ eV, $m(E)=0.0286$ electron masses. Keeping $\psi_c$ and $\psi_c'/m(E)$ continuous at the metal multiplies $\beta$ by $\sqrt{0.025/0.0286}=0.935$ and gives $T=0.934$. The effect on the contact resistance depends on what is held fixed. At fixed $E$ the same dispersion multiplies $k_2^2$, and with it the number of modes, by $1+E/E_g=1.14$, which outweighs the small loss of transmission, so the resistance falls. At fixed carrier density $k_2$ and the number of modes stay the same, while the heavier mass lowers the velocity and the transmission, so the resistance rises.

An assumed accumulation layer, lowering the edge by 0.1 eV at the interface and decaying over 10 nm, gives $T=0.997$. Direct integration of the continuum equation and the lattice agree at this precision. The kinetic energy at the interface is now 0.15 eV, so the local velocity ratio is $0.6325\sqrt3=1.095$. Inserted in \eqref{eq:T}, this ratio alone gives 0.998; the variation of the potential away from the interface accounts for the small remaining difference. Oblique electrons, which are matched less well without the layer, gain more, so the effect on $\rho_c$ is larger than the change at normal incidence suggests.

An assumed residual film, 0.5 nm thick, 1 eV above $E$ and with the free-electron mass, has decay constant $5.12\ \mathrm{nm^{-1}}$. It reduces $T$ to 0.0166, a factor of about 57.

\paragraph{The real case.} The parameters are rough values for a metal on n-type indium arsenide, where the Fermi level can be pinned above the conduction-band edge so that no Schottky barrier forms. The model density, $2.0\times10^{17}\ \mathrm{cm^{-3}}$, is low beside the heavily doped layers used for low-resistance contacts; more carriers would supply more modes. The computed $\rho_c$ describes a clean, smooth junction and is not a prediction for a fabricated one. Of the effects estimated here, the assumed residual film moves the result most (a factor of about 49 in the mode-averaged transmission), though this depends on its assumed mass: with 0.3 electron masses in the film the normal transmission is 0.20. The matching rule at a real metal--semiconductor interface is not fixed by this model and can matter as much. Roughness breaks conservation of $k_\parallel$, and a real metal has several bands whose orbitals need not match the semiconductor envelope; neither effect is sized here. The complete numerical output follows the text.

\section*{Table of computed values}
\begin{verbatim}
hbar^2/(2 m_electron) = 0.038100 eV nm^2
relative masses: metal 1.000, semiconductor 0.025
kinetic energies: 5.000, 0.050 eV
band edges: -4.950, 0.000 eV
wavevectors k1, k2 = 11.4558, 0.1811 nm^-1
velocities v1, v2 = 1.3262e+06, 8.3877e+05 m/s
velocity ratio v2/v1 = 0.63246
continuum transmission T = 0.949308
continuum reflection 1-T = 0.050692
wavevector-only expression = 0.061292
a = 0.10000 nm: T_a = 0.983368, error = 3.406e-02
a = 0.05000 nm: T_a = 0.958079, error = 8.770e-03
a = 0.02500 nm: T_a = 0.951500, error = 2.192e-03
a = 0.01250 nm: T_a = 0.949856, error = 5.478e-04
a = 0.00625 nm: T_a = 0.949445, error = 1.369e-04
orders between meshes = 1.957 2.000 2.001 2.000
leading error coefficient = 3.5053 nm^-2
extrapolated lattice T = 0.9493083
largest mesh with open metal band = 0.1746 nm
accidental matching mesh = 0.1352 nm, T_a = 1.000000
one-sided node, a = 0.050 nm: T_a = 0.928572
one-sided node, a = 0.001 nm: T_a = 0.949300
naive operator, a = 0.001 nm: R+T = 3.3904
naive continuum limit of R+T = 3.3904
carrier density at 0 K = 2.007e+17 cm^-3
modes per area and spin = 2.6108e-03 nm^-2
mode-averaged T at 0 K = 0.79424
same from Green functions = 0.79474
contact resistance for T=1 = 4.943e-08 ohm cm^2
contact resistance at 0 K = 6.224e-08 ohm cm^2
thermal energy at 300 K = 0.02585 eV
mode-averaged T at 300 K = 0.84173
contact resistance at 300 K = 5.490e-08 ohm cm^2
rough gap = 0.35 eV, m(E) = 0.02857
nonparabolic T = 0.93416
band bending = 0.10 eV, decay length = 10.0 nm
T with bending: lattice 0.99713, continuum 0.99720
film: 0.50 nm, 1.00 eV above E, mass 1.00
film decay constant = 5.1232 nm^-1
T with film: lattice 0.016657, continuum 0.016649
\end{verbatim}
